# NMR Lineshape of a One-Dimensional Incommensurate Modulation

## 1. What scaling and symmetry fix

Let a static modulation shift the resonance of each nucleus by an amount set by one local phase $\theta$. Write $x=\nu-\nu_0$ for the shift from the unmodulated frequency. For linear coupling,
$$x=\nu_1\cos\theta,\qquad \nu_1>0. \tag{1}$$
The spectrum $g(x)$, normalized to $\int g\,dx=1$, has the dimension of inverse frequency. If all phases are equally likely and intrinsic broadening is neglected, $\nu_1$ is the one available frequency scale, so
$$g(x)=\frac{1}{\nu_1}F\!\left(\frac{x}{\nu_1}\right),\qquad F(-y)=F(y). \tag{2}$$
The evenness follows from $\theta\to\theta+\pi$, which reverses $x$ and leaves a uniform phase distribution unchanged.

The edge behaviour is also fixed up to a number. Near $\theta=0$ the distance inside the edge is $\epsilon=\nu_1-x\simeq\nu_1\theta^2/2$. The phase interval within $\epsilon$ of the edge therefore grows as $\sqrt{\epsilon/\nu_1}$, and its derivative, the spectral density, varies as $1/\sqrt{\nu_1\epsilon}$. The edge peaks reflect a stationary frequency, not an accumulation of phases. Quadratic coupling changes the curvature at the stationary points and, when strong enough, adds new ones; solitons change the phase distribution.

## 2. Plane wave with linear coupling

Nuclei sit at $r_n=na$, and a plane wave of wavevector $q$ gives $\theta_n=qan+\theta_0$. Take $qa/2\pi$ irrational. For every nonzero integer $m$, the geometric sum obeys
$$\left|\frac1N\sum_{n=0}^{N-1}e^{im\theta_n}\right|
=\frac1N\left|\frac{1-e^{imqaN}}{1-e^{imqa}}\right|
\le\frac{2}{N|1-e^{imqa}|}\to0. \tag{3}$$
The denominator is nonzero because $qa/2\pi$ is irrational. All nonconstant Fourier components of the phase distribution vanish, so its density is $W=1/2\pi$ on an interval of length $2\pi$.

For any phase density, conservation of the number of nuclei gives
$$g(x)=\sum_{\theta:\,x(\theta)=x}\frac{W(\theta)}{|dx/d\theta|}. \tag{4}$$
For (1), each $|x|<\nu_1$ is reached at two phases $\pm\theta$, with $|dx/d\theta|=\nu_1|\sin\theta|=\sqrt{\nu_1^2-x^2}$. Hence
$$g(x)=\frac{2}{2\pi\sqrt{\nu_1^2-x^2}}
=\frac{1}{\pi\sqrt{\nu_1^2-x^2}}. \tag{5}$$
Since $\nu_1^2-x^2=\epsilon(2\nu_1-\epsilon)$, the edge form is
$$g\simeq\frac{1}{\pi\sqrt{2\nu_1\epsilon}},\qquad \epsilon\ll\nu_1. \tag{6}$$
The divergence is integrable. With $\nu_1=20$ kHz, the outermost 4 kHz at one edge holds $\arccos(16/20)/\pi=0.205$ of the intensity. The central 4 kHz holds $(2/\pi)\arcsin(2/20)=0.064$.

### Finite intrinsic width

Let every nucleus have a normalized Lorentzian line of half-width $\gamma\ll\nu_1$. The phase average is
$$g_\gamma(x)=-\frac1\pi\,\mathrm{Im}\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,
\frac{1}{x+i\gamma-\nu_1\cos\theta}. \tag{7}$$
Near the upper edge set $x=\nu_1+\eta$ and $z=\eta+i\gamma$. Small $\theta$ dominates, so the cosine may be expanded and the limits extended to infinity:
$$\int_{-\infty}^{\infty}\frac{d\theta}{2\pi}\frac{1}{z+\nu_1\theta^2/2}
=\frac{1}{\sqrt{2\nu_1z}}. \tag{8}$$
Write $z=(\gamma/\sin\alpha)e^{i\alpha}$ with $0<\alpha<\pi$. Then
$$g_\gamma\simeq\frac{1}{\pi\sqrt{2\nu_1\gamma}}\sqrt{\sin\alpha}\,\sin\frac{\alpha}{2}. \tag{9}$$
Setting the logarithmic derivative to zero gives $\cot\alpha+\cot(\alpha/2)=0$, equivalent to $\sin(3\alpha/2)=0$. Thus $\alpha=2\pi/3$, and
$$\eta_{\rm peak}=\gamma\cot\alpha=-\frac{\gamma}{\sqrt3},\qquad
g_{\rm peak}=\frac{(\sqrt3/2)^{3/2}}{\pi\sqrt{2\nu_1\gamma}}. \tag{10}$$
The observed maximum lies slightly inside the true edge. For $\gamma=0.10$ kHz, (10) gives a displacement of 0.0577 kHz and a height of 0.1283 per kHz. Direct phase averaging gives 0.0578 kHz and 0.1285 per kHz. The small differences are consistent with the neglected corrections of relative order $\gamma/\nu_1=0.005$.

## 3. Quadratic coupling

Expand the local shift to second order in the modulation:
$$x=\nu_1\cos\theta+\nu_2\cos^2\theta,\qquad \nu_1,\nu_2\ge0. \tag{11}$$
The signs cost no generality for a plane wave: $\theta\to\theta+\pi$ reverses $\nu_1$, while reversing the frequency axis changes both signs. Equation (11) assumes that the shift depends on the displacement at the same site. Nonlocal coupling can give the second harmonic a different phase offset, and is not covered here.

With $c=\cos\theta$, solving $\nu_2c^2+\nu_1c-x=0$ for $\nu_2>0$ gives
$$c_\pm=\frac{-\nu_1\pm R}{2\nu_2},\qquad R=\sqrt{\nu_1^2+4\nu_2x}. \tag{12}$$
The slope is $dx/d\theta=-\sin\theta(\nu_1+2\nu_2c)$. At either root the bracket equals $\pm R$. Each admissible $c$ again has two phases, so (4) yields
$$g(x)=\sum_{|c_\pm|<1}\frac{1}{\pi\sqrt{1-c_\pm^2}\,R}. \tag{13}$$

Singularities occur at $\sin\theta=0$ and, if it lies in range, at $c_*=-\nu_1/2\nu_2$. Around one stationary phase with nonzero curvature, $\epsilon=|x''|(\delta\theta)^2/2$. Both sides of that phase contribute:
$$g_{\rm sing}=2W\frac{d}{d\epsilon}\sqrt{\frac{2\epsilon}{|x''|}}
=\frac{2W}{\sqrt{2|x''|\epsilon}}. \tag{14}$$
The curvature is $x''=-\nu_1c-2\nu_2(2c^2-1)$. It equals $-(\nu_1+2\nu_2)$ at $c=1$ and $\nu_1-2\nu_2$ at $c=-1$. With $W=1/2\pi$, the singularities at $x=\nu_2\pm\nu_1$ have the form $A_\pm\epsilon^{-1/2}$, where
$$A_\pm=\frac{1}{\pi\sqrt{2|\nu_1\pm2\nu_2|}}. \tag{15}$$

**Weak quadratic coupling, $2\nu_2<\nu_1$.** These are the two edges. Their separation remains $2\nu_1$, but the lower peak is stronger because the frequency is flatter there. For $\nu_2=5$ kHz the edges are at $-15$ and 25 kHz. The amplitudes are 0.0712 and 0.0411 kHz$^{-1/2}$, in the ratio $\sqrt{30/10}=\sqrt3$.

**Strong quadratic coupling, $2\nu_2>\nu_1>0$.** Now $c_*$ is inside $(-1,1)$. Substitution in (11) gives
$$x_*=-\frac{\nu_1^2}{2\nu_2}+\frac{\nu_1^2}{4\nu_2}
=-\frac{\nu_1^2}{4\nu_2}. \tag{16}$$
Using $\nu_1=-2\nu_2c_*$, the curvature there is $2\nu_2(1-c_*^2)$. Two phases share this cosine, so their total amplitude is
$$A_*=\frac{1}{\pi\sqrt{\nu_2(1-c_*^2)}}. \tag{17}$$
The phase $\theta=\pi$ has become a local maximum. Its singularity at $\nu_2-\nu_1$ lies inside the spectrum and diverges on its low-frequency side. For $\nu_2=20$ kHz the three singularities are at $-5$, 0 and 40 kHz, with amplitudes 0.0822, 0.0503 and 0.0291 kHz$^{-1/2}$.

**The merger, $2\nu_2=\nu_1$.** Here $x=\nu_2[(1+c)^2-1]$. If $\theta=\pi+\delta\theta$, then $1+c\simeq(\delta\theta)^2/2$, and the distance above the lower edge is $\epsilon\simeq\nu_2(\delta\theta)^4/4$. The share of nuclei within $\epsilon$ is
$$S(\epsilon)=\frac{2\delta\theta}{2\pi}
=\frac1\pi\left(\frac{4\epsilon}{\nu_2}\right)^{1/4},
\qquad g=\frac{dS}{d\epsilon}\propto\epsilon^{-3/4}. \tag{18}$$
For $\nu_2=10$ kHz, the counted share doubles from 0.0253 to 0.0507 when $\epsilon$ grows sixteenfold, from 0.0001 to 0.0016 kHz. An inverse square-root edge would give a factor of four.

**Purely quadratic coupling, $\nu_1=0$.** The roots are $c=\pm\sqrt{x/\nu_2}$. Their equal contributions in (13) add to
$$g(x)=\frac{1}{\pi\sqrt{x(\nu_2-x)}},\qquad0<x<\nu_2. \tag{19}$$
This is shape (5) again, centred at $\nu_2/2$ with half-splitting $\nu_2/2$. Two symmetric edge peaks alone therefore do not identify linear coupling; the position of their centre relative to $\nu_0$ is needed as well.

## 4. From a plane wave to solitons

Near a commensurate wave of period $pa$, write the modulation phase as
$$\Phi_n=\frac{2\pi n}{p}+\varphi(r_n),\qquad \theta_n=\Phi_n+\beta. \tag{20}$$
The constant $\beta$ relates the modulation phase to the phase that controls the shift. Translating the wave by one lattice site changes $\varphi$ by $2\pi/p$ and cannot change the energy. The lowest anisotropy harmonic permitted by this translation is therefore $\cos p\varphi$, with the origin of $\varphi$ chosen at an energy minimum. We assume that no further symmetry forbids it; for odd $p$, a symmetry under reversal of the modulation, $\varphi\to\varphi+\pi$, would do so. At constant amplitude and in the continuum approximation, take the energy density
$$\frac{\kappa}{2}(\varphi'-\delta)^2+V(1-\cos p\varphi),\qquad \kappa,V>0, \tag{21}$$
where the prime means $d/dr$ and $\delta>0$ is the preferred phase gradient. The first term favours incommensurate winding; the second favours $\varphi=2\pi j/p$.

The Euler–Lagrange equation is $\kappa\varphi''=pV\sin p\varphi$. Multiplication by $\varphi'$ and integration give
$$\frac{\kappa}{2}\varphi'^2=V(1-\cos p\varphi)+C
=2V\sin^2\frac{p\varphi}{2}+C. \tag{22}$$
For a winding solution $C>0$. Define $\xi=\sqrt{\kappa/V}$ and $k^2=2V/(C+2V)$. Replacing $\sin^2$ by $1-\cos^2$ gives
$$\varphi'=\frac{2}{k\xi}\sqrt{1-k^2\cos^2(p\varphi/2)}. \tag{23}$$
The phase moves slowly near commensurate values and quickly between them. Each quick region is a phase soliton.

Let $K(k)$ and $E(k)$ be the complete elliptic integrals of the first and second kind. With $u=p\varphi/2$, the distance between soliton centres is
$$L=\int_0^{2\pi/p}\frac{d\varphi}{\varphi'}
=\frac{k\xi}{p}\int_0^\pi\frac{du}{\sqrt{1-k^2\cos^2u}}
=\frac{2kK\xi}{p}. \tag{24}$$

The energy selects $k$. Using (22) to eliminate the anisotropy term from (21), the mean energy density is
$$f=\frac{J-J_0}{L}+\frac{\kappa\delta^2}{2}-C,\quad
J=\kappa\int_0^{2\pi/p}\varphi'\,d\varphi,\quad
J_0=\frac{2\pi\kappa\delta}{p}. \tag{25}$$
At fixed $\varphi$, (22) gives $\kappa\varphi'\,\partial\varphi'/\partial C=1$, and hence $dJ/dC=L$. Therefore
$$\frac{df}{dC}=\frac{L}{L}-\frac{J-J_0}{L^2}\frac{dL}{dC}-1
=-\frac{J-J_0}{L^2}\frac{dL}{dC}. \tag{26}$$
Because $\varphi'$ increases with $C$, $L$ decreases. The derivative has the sign of $J-J_0$, and $J$ increases with $C$, so $J=J_0$ is a minimum. Inserting (23) gives $J=8\kappa E/(pk\xi)$, and thus
$$\frac{E(k)}{k}=\frac{\delta}{\delta_c},\qquad \delta_c=\frac{4}{\pi\xi}. \tag{27}$$
The left side falls from infinity at $k\to0$ to 1 at $k\to1$. If $\delta<\delta_c$, then $J>J_0$ for every $C>0$; the energy falls towards $C=0$, and the commensurate state is preferred. At the minimum for $\delta>\delta_c$, the energy relative to the commensurate value $\kappa\delta^2/2$ is $-C=-2V(1-k^2)/k^2$.

Direct minimization of (21) for $p=4$ at $\delta/\delta_c=1.02$, with the profile expanded in Fourier modes and without the elliptic solution, gives $L=1.8541\,\xi$ and an energy gain of $0.0190\,V$. Both agree with the formulas.

## 5. Phase density and soliton lineshape

For irrational $a/L$, the sites of each sublattice sample the soliton profile uniformly in position. As $r$ advances by $pL$, $\varphi$ advances by $2\pi$, so the phase density is $1/(pL\varphi')$. It has period $2\pi/p$, so the sublattice shifts in (20) leave it unchanged. Equations (23) and (24) give
$$W(\Phi)=\frac{1}{4K\sqrt{1-k^2\cos^2(p\Phi/2)}}. \tag{28}$$
For $k\to0$, $K\to\pi/2$ and $W\to1/2\pi$: the plane wave returns.

Define the soliton width $\ell$ as the distance needed to advance by $2\pi/p$ at the maximum slope $2/(k\xi)$. Then $\ell=\pi k\xi/p$, and the soliton density is
$$n_s=\frac{\ell}{L}=\frac{\pi}{2K}. \tag{29}$$
It falls from 1 for a plane wave to 0 at lock-in. Another definition of width would change its values and possibly its dependence on $k$: a fixed width $\pi\xi/p$, for example, gives a density larger by $1/k$.

Take $p=4$ and $\beta=\pi/4$. The commensurate phases are $\theta=\pi/4+j\pi/2$, and the edge phases $\theta=0,\pi$ lie at soliton centres. Since $2\Phi=2\theta-\pi/2$, the squared cosine in (28) becomes $\sin^2 2\theta=4c^2(1-c^2)$. For linear coupling, (4) gives
$$g(x)=\frac{1}{2K\sqrt{\nu_1^2-x^2}\sqrt{1-4k^2c^2(1-c^2)}},
\quad c=\frac{x}{\nu_1}. \tag{30}$$
With quadratic coupling, each factor $1/\pi$ in (13) is replaced by $2W$ at the corresponding root.

### What happens to the edge peaks

At $c=\pm1$, $W=1/4K=n_s/2\pi$. By (14), both inverse square-root singularities survive at their old positions, with amplitudes multiplied by $n_s$. The density at $x=0$, another soliton centre, falls by the same factor.

This depends on $\beta$. In general the amplitude at $\theta=0$ is multiplied by $n_s/\sqrt{1-k^2\cos^2(p\beta/2)}$. If $\beta=0$, that edge is itself a commensurate line, and the factor is $n_s/\sqrt{1-k^2}$, which grows near lock-in. Weak edges are thus a property of the chosen coupling phase, not of every soliton lattice.

### When separate commensurate lines appear

Put $s=c^2$. In (30), $g$ is proportional to $D^{-1/2}$, with
$$D(s)=(1-s)(1-4k^2s+4k^2s^2), \tag{31}$$
$$D'(s)=-12k^2s^2+16k^2s-1-4k^2. \tag{32}$$
The discriminant of (32) is $16k^2(4k^2-3)$. For $k^2<3/4$, $D'$ is negative and $g$ rises steadily from the centre to each edge. For $k^2>3/4$, the smaller root is a minimum of $D$ and gives a separate maximum of $g$:
$$\frac{x_{\max}^2}{\nu_1^2}=\frac23-\frac{\sqrt{4k^2-3}}{6k}. \tag{33}$$
As $k\to1$ this tends to $1/2$, so the maxima approach the commensurate frequencies $\pm\nu_1/\sqrt2$. The threshold is $n_s=0.728$, or $\delta/\delta_c=1.398$. A phase lattice can therefore be visibly nonuniform before it shows extra peaks. These threshold values hold for $p=4$, $\beta=\pi/4$ and linear coupling; other orders and coupling phases give different ones. Intrinsic broadening, absent from (30), raises the threshold: for $\nu_1=20$ kHz and a Lorentzian half-width of 0.5 kHz the maximum first appears near $k^2=0.78$.

## 6. Approach to lock-in

Use $\nu_1=20$ kHz, $\nu_2=0$ and $\xi=100a$. These are model parameters, with $\xi\gg a$ as the continuum description requires. The commensurate lines are at $\pm20/\sqrt2=\pm14.14$ kHz. The last column gives the total share within 1 kHz of either line; for a plane wave it is 0.090.

| $\delta/\delta_c$ | $k^2$ | $n_s$ | $L/a$ | Share |
|---|---|---|---|---|
| 1.5 | 0.6911 | 0.762 | 85.7 | 0.123 |
| 1.02 | 0.9906 | 0.422 | 185.4 | 0.316 |
| 1.001 | 0.99966 | 0.292 | 268.9 | 0.509 |

At 1.5 there is no inner maximum, although the edge amplitudes have already dropped by 24%. At 1.02 the inner maxima are at $\pm14.18$ kHz, with height 0.098 per kHz. At 1.001 they are at $\pm14.14$ kHz, with height 0.356 per kHz.

Near $k=1$, $K\simeq\ln(4/\sqrt{1-k^2})$, so the soliton density vanishes only as an inverse logarithm of $1-k^2$ and is still appreciable very close to lock-in. This continuous approach is a property of the constant-amplitude continuum energy (21); effects it omits, such as coupling to strain or pinning, can make lock-in in a real crystal discontinuous or hysteretic. Even 0.1% above the critical gradient, about half of the intensity lies outside the two windows. Away from the commensurate phases, (28) approaches $n_s/(2\pi|\cos2\theta|)$, so the share outside any fixed windows around the lines is
$$S_{\rm out}\simeq n_s\int_{\rm outside}\frac{d\theta}{2\pi|\cos2\theta|}. \tag{34}$$
The integral is 1.684 for these windows. The last row gives $(1-0.509)/0.292=1.68$. At lock-in $S_{\rm out}$ vanishes and two sharp lines remain, each with half the nuclei, because four equally populated phases give two distinct frequencies.

The height of a narrow line needs more care than its integrated share. If $\delta\theta$ is measured from a commensurate phase, $1-k^2\sin^22\theta\simeq(1-k^2)+4(\delta\theta)^2$. Since $|\delta x|=\nu_1|\delta\theta|/\sqrt2$, the characteristic frequency width is
$$\Delta x\sim\frac{\nu_1\sqrt{1-k^2}}{2\sqrt2}. \tag{35}$$
For the last row this is about $20\times0.0184/2.83=0.13$ kHz. The line falls as $1/\sqrt{\Delta x^2+\delta x^2}$, so its half-width at half maximum is $\sqrt3\,\Delta x\approx0.23$ kHz. An intrinsic Lorentzian half-width of 0.10 kHz lowers the peak from 0.356 to about 0.25 per kHz and broadens it.

Lattice-site counts test (5), (13) and (30), and the combination of solitons with quadratic coupling at $\nu_2=20$ kHz. The largest difference in the share of any frequency bin is $2.3\times10^{-6}$, as given in the numerical output.

## 7. Static phases and motional averaging

The results assume that each phase is static during the measurement. Suppose instead that it fluctuates rapidly by $\psi$, with a symmetric distribution that is the same at every site. The sine average vanishes, and
$$\langle\cos(\theta+\psi)\rangle=\langle\cos\psi\rangle\cos\theta. \tag{36}$$
For linear coupling the shape (5) survives with $\nu_1$ replaced by $\nu_1|\langle\cos\psi\rangle|$, provided this average is nonzero. The quadratic term contains $\cos2\theta$ and is reduced by $\langle\cos2\psi\rangle$ instead. Motion can therefore change the ratio of the two couplings, and with it the number of singularities. For a plane wave, or a soliton lattice with $p\ge3$, fast uniform sliding through complete $2\pi$ cycles of the phase (a distance $pL$, not $L$, for the soliton lattice) averages both oscillating terms to zero and leaves one line at $\nu_0+\nu_2/2$.

Pinning by defects can also spoil the uniform sampling of the soliton profile, and spatial variation of the amplitude makes $\nu_1$ and $\nu_2$ position dependent. In the first case (4) still holds, but with the actual phase density in place of (28). In the second, the spectrum must be averaged over the joint distribution of phases and amplitudes.

## Computed values

```
Linear coupling nu1 = 20.0 kHz
Plane-wave density at centre = 0.015915 per kHz
Share in outer 4 kHz at one edge = 0.20483
Share in central 4 kHz = 0.06377
Largest site-count bin error, plane wave = 1.8e-06
Lorentzian half-width = 0.10 kHz
Broadened peak inside edge: numerical = 0.05785 kHz
Broadened peak inside edge: formula = 0.05774 kHz
Broadened peak height: numerical = 0.12845 per kHz
Broadened peak height: formula = 0.12827 per kHz
nu2 = 5 kHz: end singularities = -15.00, 25.00 kHz
  their amplitudes = 0.07118, 0.04109 kHz^-1/2
nu2 = 20 kHz: end singularities = 0.00, 40.00 kHz
  their amplitudes = 0.05033, 0.02906 kHz^-1/2
  third singularity = -5.00 kHz at cos(theta) = -0.50
  third amplitude = 0.08219 kHz^-1/2
Merging at nu2 = 10.0 kHz, edge = -10.0 kHz
  share within 0.0001 kHz = 0.02532
  share within 0.0016 kHz = 0.05068
Soliton energy test at delta/delta_c = 1.020
  spacing: minimized, formula = 1.854089, 1.854089 xi
  energy gain: minimized, formula = -0.0189975, -0.0189975 V
  edge amplitude relative to plane wave = 0.42161
  largest site-count bin error = 2.3e-06
Inner-maximum threshold: k^2 = 0.75
  threshold n_s = 0.72840
  threshold delta/delta_c = 1.39841
Commensurate lines = -14.1421, +14.1421 kHz; xi = 100 a
Plane-wave share within 1 kHz of these lines = 0.09034
delta/delta_c = 1.500: k^2 = 0.691073, n_s = 0.76163
  spacing = 85.72 a, share near lines = 0.12288
  density at centre = 0.012122 per kHz
delta/delta_c = 1.020: k^2 = 0.990591, n_s = 0.42161
  spacing = 185.41 a, share near lines = 0.31560
  density at centre = 0.006710 per kHz
  inner maxima = +/-14.1759 kHz, height = 0.09794 per kHz
delta/delta_c = 1.001: k^2 = 0.999660, n_s = 0.29198
  spacing = 268.95 a, share near lines = 0.50914
  density at centre = 0.004647 per kHz
  inner maxima = +/-14.1433 kHz, height = 0.35638 per kHz
Share outside the windows divided by n_s: last case = 1.68116
Share outside the windows divided by n_s: limit = 1.68369
```
